Weibull fits of censored oxide-breakdown times: choosing the small-sample shape correction

Twenty identical oxide capacitors are stressed until ten have broken down, and a Weibull distribution is fitted by maximum likelihood. Over many synthetic repetitions the fitted shape averages 1.216 times the true one. Lifetimes projected from these fits to a large chip come out too long by a factor of 2.82 in the geometric mean. Dividing each fitted shape by 1.216 removes its mean bias, yet the projected lifetimes then become too short, with a geometric mean of 0.246 times the truth.

The setting at issue is the bias correction of a lifetime-fitting routine. It belongs to the statistics of the test, and no electronic-structure calculation of the oxide supplies it. The right choice depends on whether the shape or a lifetime is wanted, and on how the test was stopped.

**What the routine maximizes**

The devices break down independently, and the fraction failed by time t is

F(t) = 1 − exp[−(t/η)^β],

with shape β and scale η, the time at which 63% have failed. Of n devices, r break down at times t₁ < … < t_r. The test stops at the r-th breakdown, so n − r survivors are right-censored at t_r: their lifetimes are known only to exceed t_r.

A breakdown contributes the density dF/dt = (β/η)(t/η)^(β−1) exp[−(t/η)^β] to the likelihood. A survivor contributes exp[−(t_r/η)^β]. Apart from a constant,

ln L = r ln β − rβ ln η + (β−1) Σ_fail ln t − Σ_all (t/η)^β.

At fixed β put Q = η^(−β). The terms containing Q are r ln Q − Q Σ_all t^β, a concave function with its maximum at Q = r/Σ_all t^β. Hence

η^β = (1/r) Σ_all t^β.

With this scale the last term of ln L equals −r, and −rβ ln η = −r ln(Σ_all t^β/r). Differentiating with respect to β and dividing by r gives the shape equation

g(β) = 1/β + m − A(β) = 0.

Here m is the mean log time of the breakdowns, and A(β) is the mean log time of all devices with weights t^β. A change of time unit shifts m and A equally, so logs may be measured from the end of test, z = ln(t/t_r) ≤ 0:

m = (1/r) Σ_fail z,
A(β) = Σ_fail z e^(βz) / S(β),
S(β) = Σ_fail e^(βz) + n − r.

Survivors have z = 0 and enter through S. No exponential can overflow.

**Why the fit is unique, and how to find it**

Differentiating the weighted mean gives the weighted variance V of z, so

g′(β) = −1/β² − V < 0.

As β → 0, g → +∞. As β → ∞, the weights of all z < 0 vanish, A → 0 and g → m < 0. For r ≥ 2 distinct breakdown times there is therefore one root, and it is the maximum.

The root satisfies 1/β = A(β) − m. Since A ≤ 0, it lies above β_lo = −1/m. Since A increases with β, it lies below

β_hi = 1/[A(β_lo) − m].

The denominator is positive: A(0) = rm/n ≥ m, because m is negative, and A grows from there. Start at β_lo and take Newton steps

β_new = β + g(β)/(1/β² + V).

Each evaluated point replaces the bracket end on its side of the root, and a step that leaves the bracket is replaced by bisection. Between the current β and the root the slope is at least 1/β_hi² in size, so the error in β is at most β_hi²|g(β)|. This is a sound stopping criterion. If devices were withdrawn at various times, the likelihood keeps its form with each at its own time, but β_hi may fail; an upper end can then be found by doubling β until g < 0.

For the example, times drawn with β = 1.3 and η = 1000 s were, in seconds:

6.7, 129.7, 152.0, 188.8, 193.2, 255.0, 327.1, 483.7, 526.5, 528.6.

Their mean log is 5.2345 and ln 528.6 = 6.2702, so m = −1.0357 and β_lo = 0.9655. The Newton iterates are 0.9655, 1.0899, 1.1070 and 1.1073. At the root S ≈ 15.05, and the scale is

η̂ = t_r (S/r)^(1/β̂) = 528.6 s × 1.505^(1/1.107) ≈ 765 s.

Direct maximization of ln L over both parameters gives the same 1.1073 and 764.9 s.

**Why one correction table serves all oxides**

Write t = ηX^(1/β), where X is a unit exponential variable, and y_i = ln(X_i/X_r) = βz_i. Put β̂ = kβ. Then β̂z = ky, and multiplying the shape equation by β gives

1/k + (1/r) Σ_fail y − Σ_fail y e^(ky)/S = 0.

Neither β nor η appears, so the law of k = β̂/β depends on n and r alone. The same holds for

c = β ln(η̂/η) = ln X_r + (1/k) ln(S/r).

Synthetic samples with β = η = 1 therefore suffice. They are cheap: after i − 1 breakdowns, n − i + 1 memoryless devices remain, and the wait for the next is a unit exponential divided by n − i + 1.

Two averages matter, B = ⟨k⟩ and C = ⟨1/k⟩. Simulated values are:

n = 5, r = 5: B = 1.443, C = 0.842
n = 10, r = 10: B = 1.169, C = 0.923
n = 20, r = 20: B = 1.075, C = 0.962
n = 20, r = 10: B = 1.216, C = 0.910
n = 100, r = 10: B = 1.243, C = 0.902
n = 20, r = 5: B = 1.619, C = 0.809

The standard errors of B are at most 0.0025. At r = 10, going from 10 devices to 100 raises the bias. The extra survivors do not replace breakdowns as information on the shape.

**First limit: few breakdowns among many devices**

Let n → ∞ at fixed r. The survivors dominate S, the weighted mean vanishes, and

1/k = (1/r) Σ_fail ln(X_r/X_i).

The waits all become exponentials with the same mean 1/n, so the breakdowns form a Poisson process. Given X_r, the r − 1 earlier values are independent and uniform between 0 and X_r. Minus the log of a uniform fraction is a unit exponential, so the sum is a gamma variable G with density G^(r−2) e^(−G)/(r−2)!. Thus k = r/G, and

C = ⟨G⟩/r = (r−1)/r,
B = r⟨1/G⟩ = r (r−3)!/(r−2)! = r/(r−2).

The bias has two sources. The last breakdown serves as the reference point, leaving r − 1 random terms in a sum divided by r, so 1/β̂ is low on average. Taking the reciprocal of a scattered quantity then raises the mean further, and BC = (r−1)/(r−2) exceeds 1. For r = 10 the formulas give B = 1.25 and C = 0.9; simulation with n = 10,000 gives 1.2503 and 0.8999.

**Second limit: large samples without censoring**

For r = n, set β = η = 1 and k = 1 + ε. Let "av" denote the average over the devices of one sample. With ψ the digamma function, ψ(x) = d ln Γ(x)/dx, define

a = ψ(2), v = ψ′(2) = π²/6 − 1, κ = ψ″(2) = 2 − 2ζ(3).

These are the first three cumulants of ln X under the weight X, because ⟨X·X^s⟩ = Γ(2+s). Let I = π²/6 = 1 + v, and from here on let z = ln X − a. Then ⟨Xz⟩ = 0, ⟨Xz²⟩ = v, ⟨Xz³⟩ = κ and ⟨z⟩ = ψ(1) − ψ(2) = −1.

At k = 1 the score is

g₁ = 1 + av(z) − av(Xz)/av(X).

Expanding 1/av(X) about 1 gives g₁ = av(h) + av(Xz)[av(X) − 1] + …, with h = 1 + z − Xz and ⟨h⟩ = 0. Different devices are independent, so the product contributes

n⟨g₁⟩ = ⟨Xz(X−1)⟩ = ⟨X²z⟩ = 2[ψ(3) − ψ(2)] = 1.

The factor 2 is ⟨X²⟩. Under the weight X²/2, z has mean 1/2, variance v − 1/4 and third cumulant κ + 1/4, by the recurrences of ψ and its derivatives. The score variance follows from

n⟨g₁²⟩ = ⟨(1+z)²⟩ − 2⟨Xz(1+z)⟩ + ⟨X²z²⟩ = I − 2v + 2v = I.

The slope at k = 1 is −I + δ, with δ = −av[X(z²−v)] to first order. For its correlation with the score, the mean of z³ under the weight X²/2 is

κ + 1/4 + (3/2)(v − 1/4) + 1/8 = κ + 3v/2.

Hence

⟨X²z(z²−v)⟩ = 2(κ + 3v/2 − v/2) = 2κ + 2v,
n⟨g₁δ⟩ = −[κ − (2κ + 2v)] = κ + 2v = 2I − 2ζ(3).

The curvature tends to 2 − κ = 2ζ(3). To second order the root obeys

0 = g₁ + (−I + δ)ε + ζ(3)ε².

Solve for ε and insert the leading result ε = g₁/I in the small terms:

ε = g₁/I + g₁δ/I² + ζ(3)g₁²/I³.

Averaging gives

n⟨ε⟩ = 1/I + [2I − 2ζ(3)]/I² + ζ(3)/I² = 3/I − ζ(3)/I²,

B ≈ 1 + [18/π² − 36ζ(3)/π⁴]/n = 1 + 1.38/n.

Simulation at n = 100 gives n(B−1) = 1.395. At n = 5 the formula gives 1.28 against the simulated 1.443, so very small samples need the table.

**When a mean correction does not exist**

For r = 2 let D = ln(X₂/X₁). With x = kD the shape equation becomes

1/x = 1/2 − e^(−x)/(e^(−x) + n − 1),

whose root x_n is a fixed number, so k = x_n/D. Write X₁ = Z₁/n and X₂ − X₁ = Z₂/(n−1), with Z₁ and Z₂ unit exponentials. Then D > d means Z₂ > sZ₁ with s = (n−1)(e^d − 1)/n. This has probability 1/(1+s), or

P(D > d) = n/[1 + (n−1)e^d].

The density of D at zero is finite and nonzero, so ⟨1/D⟩ diverges logarithmically. For n = 5 the formula puts 1.69% of fits above 100 times the true shape; simulation gives 1.66%.

In general k scales inversely with the r − 1 log spacings. The probability that all are below a small δ varies as δ^(r−1), so P(k > K) falls as K^(−(r−1)). The mean exists for r ≥ 3 and the variance for r ≥ 4. For n = 5 and r = 3, integration over the two spacings gives B = 2.597; simulation gives 2.588.

A test stopped at a fixed time needs separate treatment. If one device fails at log distance δ before the end, x = β̂δ obeys x = 1 + e^(−x)/(n−1), which gives x = 1.019 for n = 20. Such samples occur with finite probability density down to δ = 0, so the mean of β̂ over all samples that can be fitted is infinite. With at least two breakdowns required, it is finite for n ≥ 3. The bias then also depends on the fraction expected to fail by the stopping time, and the table above does not apply. Simulate the actual stopping rule instead.

**Choosing the correction for a projected lifetime**

A chip with R times the capacitor area survives if all R parts survive. Setting exp[−R(t/η)^β] = 1 − p gives the time at which a fraction p of chips has failed:

t_p = η q^(1/β), q = −ln(1−p)/R.

For R = 1000 and p = 10⁻⁴, ln q = −16.118. The true parameters give 1000 s × exp(−16.118/1.3) = 4.12 ms at the stress voltage.

If the fitted shape is multiplied by f and η̂ is left unchanged, the error of the log lifetime is

ln(t̂_p/t_p) = (1/β)[c + ln q · (1/(fk) − 1)].

Its mean contains ⟨1/k⟩ = C, not B. The three choices give for the second term:

f = 1: −16.118 × (0.910 − 1)/1.3 = +1.12
f = 1/B: −16.118 × (1.216 × 0.910 − 1)/1.3 = −1.32
f = C: 0

The scale error adds about −0.08 to each. The simulated geometric means of t̂_p/t_p are accordingly 2.82, 0.246 and 0.92; the first two carry a sampling uncertainty of about 1%, so their third digit is not fixed. This explains the opening numbers: log lifetime is linear in 1/β, and making β̂ right on average makes 1/β̂ too large on average.

For tests stopped at a count, the guidance is:

1. To report a shape, divide β̂ by B, provided r ≥ 3.
2. To project a lifetime with small mean log error, multiply β̂ by C. This suits moderate censoring, as here. For r ≪ n the scale is itself extrapolated, since S ≈ n and ln t̂_p = ln t_r + (1/β̂) ln(qn/r). The factor 1/C should then multiply the whole last term.
3. Report an interval in either case. For n = 20 and r = 10, k lies between 0.707 and 1.997 with 90% probability, so β lies between β̂/1.997 and β̂/0.707. In 40,000 independent samples with β = 0.7 and η = 3 s, this interval covered the true shape in 89.9% of cases.

For the sample above the interval is 0.555 to 1.566. Its β̂ = 1.107 happens to lie below the true 1.3, so either downward correction moves it further away. The projected lifetime falls from 0.364 ms uncorrected to 0.086 ms with C and 0.016 ms with 1/B, against the true 4.12 ms. A bias correction improves an average and cannot recognize an unlucky sample.

Scatter outweighs bias here. Even with C, the central 90% of t̂_p/t_p runs from 0.0011 to 205. More breakdowns are the remedy. For r ≪ n the standard deviation of 1/k is √(r−1)/r, so with n = 1000 and r = 100 the slope contributes |ln(qn/r)|/β × 0.0995 = (13.8/1.3) × 0.0995 ≈ 1.06 to the log lifetime, a factor of about 2.9.

**Beside a real oxide**

The parameters are rough values for silicon dioxide about 2 nm thick, stressed at 2.8 V and 398 K. Failure here means the first breakdown. In oxides this thin it is often soft, and a circuit may keep working after it, so the projected time need not be the time at which a chip stops functioning. Real devices can also break the assumption of a single population. If a defect moves the first breakdown from 6.7 s to 1 s, the fitted shape drops from 1.107 to 0.931; at fixed scale this shortens the projection about 16-fold. A thickness spread of 0.02 nm, at an assumed decade of lifetime per 0.2 nm, lowers the mean of k from 1.216 to 1.197. An assumed leakage of 50 A/cm² through 10⁻⁵ cm² and 10 Ω drops 5 mV, which lengthens life by 7% if lifetime varies as V⁻⁴⁰. This current is on the high side for 2 nm and changes by about a decade per 0.2 nm of thickness, so the 7% is nearer an upper estimate for this resistance. An error of 1 K changes it by 4.5% for an activation energy of 0.6 eV. Conversion from 2.8 V to a use voltage of 1.2 V adds a factor of 2.33 for each unit of error in the voltage exponent. The projection also assumes that the Weibull law holds more than three decades below the earliest observed breakdown, which ten breakdowns cannot establish. The numerical output lists the remaining values.

Computed values

```
devices n = 20, breakdowns r = 10
true shape 1.3, true scale 1000 s
breakdown times (s): 6.7, 129.7, 152.0, 188.8, 193.2, 255.0, 327.1, 483.7, 526.5, 528.6
shape iterates: 0.965510, 1.089887, 1.106992, 1.107251, 1.107251
fitted shape 1.1073, fitted scale 764.9 s
direct maximization: shape 1.1073, scale 764.9 s
n, r, B = E[k], standard error of B, C = E[1/k]:
      5   5  1.4432  0.0018  0.8424
     10  10  1.1691  0.0008  0.9230
     20  20  1.0752  0.0006  0.9622
     50  50  1.0299  0.0006  0.9835
     10   5  1.5696  0.0022  0.8178
     20   5  1.6194  0.0025  0.8086
     20  10  1.2163  0.0009  0.9096
     50  10  1.2386  0.0010  0.9027
    100  10  1.2431  0.0010  0.9018
  10000  10  1.2503  0.0011  0.8999
1/n bias coefficient, complete samples: 1.3795
simulated n(B-1) at n = 100: 1.395
n=5, r=2: median k exact 2.618, simulated 2.630
n=5, r=2: P(k>100) exact 0.0169, simulated 0.0166
n=5, r=3: B quadrature 2.597, simulated 2.588
fixed-time test, one breakdown of 20: x = 1.0190
k for n=20, r=10: 5% 0.707, median 1.134, 95% 1.997
standard deviation of k: 0.423
shape / B = 0.910, shape * C = 1.007
90% interval for shape: 0.555 to 1.566
coverage in independent samples: 0.899
area ratio 1000, failure fraction 1e-04, ln q = -16.118
projected life at stress, true parameters: 4.12 ms
projected life, this sample, raw: 0.364 ms
projected life, this sample, shape/B: 0.0156 ms
projected life, this sample, shape*C: 0.0858 ms
estimated/true life over samples: geometric mean, 5%, 95%
  raw: 2.82, 0.00648, 380
  shape/B: 0.246, 0.000147, 98.5
  shape*C: 0.92, 0.00114, 205
thickness spread 0.02 nm at 0.2 nm/decade: log-time spread 0.230
  mean k with this spread 1.1967, without 1.2163
first breakdown moved to 1 s by a defect: fitted shape 0.931
leakage 50 A/cm2, area 1e-05 cm2, 10 ohm: drop 5.0 mV
  life factor at 2.8 V, power 40: 1.074
life factor per 1 K at 398 K, 0.6 eV: 1.045
life factor per unit error of voltage power, 2.8 V to 1.2 V: 2.33
```
